# Is intrinsic semiconductor material always the least conducting?

**Q:** I want the most resistive piece of a given semiconductor at a given temperature, so I ask for the purest one. Any dopant adds carriers, and carriers conduct. Intrinsic material must therefore have the lowest conductivity.

**A:** Which quantity do you know to be smallest in intrinsic material?

**Q:** The total number of carriers. In thermal equilibrium, with carriers dilute enough for Boltzmann statistics, the electron density $n$ and hole density $p$ obey $np=n_i^2$, where $n_i$ is the intrinsic density. Then

$$n+p=(\sqrt n-\sqrt p)^2+2\sqrt{np}=(\sqrt n-\sqrt p)^2+2n_i .$$

The square cannot be negative, so the sum is least when $n=p=n_i$.

**A:** That is correct, but it concerns $n+p$. The conductivity is

$$\sigma=q(n\mu_n+p\mu_p),$$

with $q>0$ the elementary charge and $\mu_n,\mu_p$ the electron and hole mobilities. It counts each carrier with its mobility as a weight. Suppose electrons are the faster carriers, and add a few acceptors to intrinsic material. What happens to $n$ and $p$?

**Q:** Holes increase and electrons decrease. Let $N$ be the density of acceptors minus that of donors, all ionized. Neutrality requires $p-n=N$. With $p=n_i^2/n$,

$$N=\frac{n_i^2}{n}-n,\qquad \frac{dN}{dn}=-\frac{n_i^2}{n^2}-1 .$$

At $n=n_i$ the derivative is $-2$. A small $N$ therefore removes $N/2$ electrons and adds $N/2$ holes.

**A:** So to first order the total is unchanged, but fast carriers have been exchanged for slow ones. With the mobilities held fixed,

$$\left.\frac{d\sigma}{dN}\right|_{N=0}=q\left(-\frac{\mu_n}{2}+\frac{\mu_p}{2}\right)=-\frac{q(\mu_n-\mu_p)}{2}.$$

This is negative if $\mu_n>\mu_p$. A smooth curve with a non-zero slope at $N=0$ does not have its minimum there.

**Q:** Then my claim fails unless the mobilities are equal. Where is the minimum?

**A:** Your own argument finds it, once the weights are included. Complete the square with $n\mu_n$ and $p\mu_p$ in place of $n$ and $p$:

$$\frac{\sigma}{q}=\left(\sqrt{n\mu_n}-\sqrt{p\mu_p}\right)^2+2\sqrt{np\,\mu_n\mu_p}.$$

Because $np=n_i^2$, the last term is $2n_i\sqrt{\mu_n\mu_p}$, which doping does not change. The minimum is reached when the square vanishes, that is, when $n\mu_n=p\mu_p$. Inserting $p=n_i^2/n$ gives $n^2=n_i^2\mu_p/\mu_n$, so

$$n_{\min}=n_i\sqrt{\frac{\mu_p}{\mu_n}},\qquad p_{\min}=n_i\sqrt{\frac{\mu_n}{\mu_p}},\qquad \sigma_{\min}=2qn_i\sqrt{\mu_n\mu_p}.$$

Here $n_{\min}$ and $p_{\min}$ are the densities at the conductivity minimum. Intrinsic material has equal carrier densities; the least conducting material has equal electron and hole currents.

**Q:** How much doping does that take, and how far does the Fermi level move?

**A:** Write $b=\mu_n/\mu_p$. Then $n_{\min}=n_i/\sqrt b$ and $p_{\min}=n_i\sqrt b$, so

$$N_{\min}=p_{\min}-n_{\min}=n_i\left(\sqrt b-\frac1{\sqrt b}\right).$$

For $b>1$ this is positive and the material is weakly p-type. For $b<1$ it is negative and the material is weakly n-type. For $b=1$ it is zero, and your original statement holds.

For the Fermi level $E_F$, measured from its intrinsic position $E_i$ at the same temperature, Boltzmann statistics give $n=n_i\exp[(E_F-E_i)/kT]$. Setting $n/n_i=b^{-1/2}$ and taking the logarithm,

$$E_F-E_i=-\frac{kT}{2}\ln b .$$

**Q:** Perhaps the minimum is so shallow that my rule is still good in practice.

**A:** That depends on $b$. Put $n=n_{\min}e^u$, so that $p=n_i^2/n=p_{\min}e^{-u}$. At the minimum each carrier contributes $\sigma_{\min}/2$, hence

$$\sigma=\frac{\sigma_{\min}}2\left(e^u+e^{-u}\right)=\sigma_{\min}\cosh u .$$

Intrinsic material has $n=n_i=n_{\min}\sqrt b$, so $e^u=\sqrt b$. Its conductivity $\sigma_i$ satisfies

$$\frac{\sigma_i}{\sigma_{\min}}=\frac12\left(\sqrt b+\frac1{\sqrt b}\right)=\frac{b+1}{2\sqrt b},
\qquad \frac{\sigma_{\min}}{\sigma_i}=\frac{2\sqrt b}{1+b}.$$

If $b=1+\delta$ with $|\delta|\ll1$, then $u=\tfrac12\ln b\approx\delta/2$ at the intrinsic point, and $\cosh u\approx1+u^2/2$. The dip is about $\delta^2/8$ of $\sigma_i$: it is of second order, although the doping shift $N_{\min}\approx n_i\delta$ is of first order. For $b\gg1$ the ratio tends to $2/\sqrt b$. With $b=100$ it is $20/101\approx0.20$, so within this model the purest sample would conduct about five times better than one doped to the minimum.

**Q:** And if I overshoot the doping?

**A:** Since $\cosh u$ is even, the conductivity returns to $\sigma_i$ at $u=-\tfrac12\ln b$. There

$$n=\frac{n_{\min}}{\sqrt b}=\frac{n_i}{b},\qquad p=bn_i,\qquad N=n_i\left(b-\frac1b\right).$$

As $dN/dn$ is negative everywhere, each $n$ belongs to one $N$. For $b>1$, every net acceptor density between zero and $n_i(b-1/b)$ therefore gives a lower conductivity than intrinsic material. Beyond that, acceptors raise it above $\sigma_i$.

**Q:** Let me see this with numbers.

**A:** Take rough typical values in the regime of high-purity germanium at 300 K: a gap of 0.66 eV, band densities of states $N_c=1.0\times10^{19}$ and $N_v=5.0\times10^{18}\ \mathrm{cm^{-3}}$, and mobilities of 3900 cm²/Vs for electrons and 1900 cm²/Vs for holes. With $kT=25.85$ meV,

$$n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}=2.02\times10^{13}\ \mathrm{cm^{-3}},$$

where $E_g$ is the gap. The mobility ratio is $b=3900/1900=2.053$, with $\sqrt b=1.433$. Then

$$n_{\min}=\frac{2.02\times10^{13}}{1.433}=1.41\times10^{13}\ \mathrm{cm^{-3}},$$

$$p_{\min}=1.433\times2.02\times10^{13}=2.90\times10^{13}\ \mathrm{cm^{-3}}.$$

The difference is $N_{\min}=1.49\times10^{13}\ \mathrm{cm^{-3}}$, and the Fermi level lies 9.3 meV below its intrinsic position. The conductivities are

$$\sigma_i=qn_i(3900+1900)=18.79\ \mathrm{mS/cm},$$

$$\sigma_{\min}=2qn_i\sqrt{3900\times1900}=17.64\ \mathrm{mS/cm}.$$

The dip is 6.1% of the intrinsic value. These digits belong to the chosen inputs. Other common values of the gap and band densities move $n_i$ and $N_{\min}$ by about 10%, and other common mobility pairs put the dip between about 5.7% and 7%. The numerical output gives the same position and depth from a direct minimization over doping with Fermi–Dirac statistics.

**Q:** So adding acceptors really does give more carriers and less conduction?

**A:** In this model, yes. At fixed temperature and mobilities:

| $N$ ($10^{13}$ cm⁻³) | $n+p$ ($10^{13}$ cm⁻³) | $\sigma$ (mS/cm) |
|---:|---:|---:|
| −1 | 4.17 | 20.96 |
| 0 | 4.04 | 18.79 |
| 1 | 4.17 | 17.75 |
| 2 | 4.51 | 17.76 |
| 4 | 5.69 | 20.02 |

The first and third rows have the same total density, but the donor-doped sample has more of the fast carriers. The last row lies beyond the upper edge of the favourable range, $N=3.16\times10^{13}\ \mathrm{cm^{-3}}$.

**Q:** You held the mobilities fixed. Dopants scatter carriers, so could that spoil a 6% effect?

**A:** Not at this doping. A Born estimate with screened Coulomb scattering, counting the acceptors and also all mobile carriers as fixed charged centres, has $5.8\times10^{13}$ centres per cm³. Averaged on its own, this scattering would limit each mobility to more than 4000 times the value used, which suggests a loss of only 0.02%. That is too low, because charged centres scatter slow carriers most. If the lattice scattering time varies as the inverse square root of the energy, as for acoustic phonons, adding the two scattering rates at each energy gives a loss of about 0.3%, still far below the dip. In heavily doped material the assumption would need fresh examination.

The other bulk approximations are also mild here. Degeneracy lowers $np$ by a fraction $2.5\times10^{-6}$, and a fraction $3.4\times10^{-5}$ of acceptors 10 meV deep is neutral. At a field of 1 V/cm, the electron drift velocity is $6.5\times10^{-4}$ of a rough saturation velocity of $6\times10^6$ cm/s, so carrier heating should be weak. The field is $10^{-5}$ of a rough breakdown field.

**Q:** What about surfaces?

**A:** Consider a wide plate 1 cm thick, with an assumed $10^{11}$ elementary charges per cm² on each face. The mobile carriers must balance this charge. In equilibrium, band bending raises one carrier density and lowers the other, so the magnitudes of the two changes, summed through the plate, add up to the surface charge number. If no carrier is faster than a bulk electron, the relative change in conductivity is at most

$$\frac{2\times10^{11}\ \mathrm{cm^{-2}}\;q\mu_n}{(1\ \mathrm{cm})\,\sigma_{\min}}=0.71\%.$$

This bound varies inversely with thickness. At 1 mm it is 7.1%, larger than the dip, so a thin sample would need controlled surfaces.

**Q:** Then I could take a thick plate and measure the dip easily.

**A:** Only if its temperature is well controlled. Let us find the drift of a sample with fixed doping $N_{\min}$. Regard $\sigma=q(\mu_nn+\mu_pn_i^2/n)$ as a function of $n$, $n_i$ and the mobilities. Heating changes $n$ too, but $\partial\sigma/\partial n=0$ at the minimum, so that change drops out to first order. The explicit dependence on $n_i$ gives

$$d\sigma=q\mu_p\frac{2n_i\,dn_i}{n}=2q\mu_pp\,\frac{dn_i}{n_i}=\sigma\frac{dn_i}{n_i},$$

because holes carry half the current. For the same reason, each mobility enters $d\ln\sigma$ with weight one half. Let the mobilities vary as $T^{-a_n}$ and $T^{-a_p}$, let both band densities vary as $T^{3/2}$, and let the gap be linear, $E_g=E_0+sT$. The term $sT$ contributes a constant to $E_g/2kT$ and drops out on differentiation, so

$$\frac{d\ln n_i}{dT}=\frac{3}{2T}+\frac{E_0}{2kT^2},$$

$$\frac{d\ln\sigma}{dT}=\frac{3}{2T}+\frac{E_0}{2kT^2}-\frac{a_n+a_p}{2T}.$$

With $s=-0.4$ meV/K, $E_0=0.66+0.12=0.78$ eV. Taking $a_n=1.7$ and $a_p=2.3$, the three terms are $0.50+5.03-0.67=4.86$ %/K.

**Q:** So about one degree wipes out the dip.

**A:** A rise of 1.30 K brings the doped sample up to the conductivity that intrinsic material has at 300 K. The measuring current itself supplies heat. At 1 V/cm the power density is $\sigma_{\min}(1\ \mathrm{V/cm})^2=0.0176\ \mathrm{W/cm^3}$. Divided by a rough heat capacity of 1.7 J/(cm³ K), this is 0.0104 K/s. Without heat loss, and ignoring the small rise in power as the sample warms, the dip is cancelled after about 125 s. When the two samples are compared, the temperature difference between them must be much smaller than 1 K.

**Q:** Does this matter for a germanium detector on a silicon photonic chip?

**A:** The parameters above are ordinary rough values for germanium, but a doping as low as $N_{\min}$, without compensating donors, needs a very pure crystal. An epitaxial device film may contain far more dopant. For an assumed $10^{16}$ net acceptors per cm³, the same model gives 162 times the intrinsic conductivity, and less if dopant scattering lowers the mobility. Such a film is far beyond the minimum, and removing acceptors would make it more resistive until $N$ had fallen to $N_{\min}$. A reverse-biased detector also breaks the equilibrium assumption: in the dark, its depleted region has $np<n_i^2$, so $\sigma_{\min}$ is no lower limit there.

**Q:** Then my request should have been for the doping at which electrons and holes carry equal currents, with purity as a good approximation when their mobilities are close.

**A:** Yes, for uniform material in equilibrium, at fixed temperature and with mobilities that the doping leaves unchanged.

## Computed results

```
INPUTS (rough, regime of high-purity germanium)
temperature 300 K, kT = 25.85 meV
gap 0.66 eV, gap slope -0.4 meV/K
band densities Nc 1.0e+19, Nv 5.0e+18 cm^-3
mobilities: electron 3900, hole 1900 cm^2/Vs
mobility exponents: electron 1.7, hole 2.3
field 1 V/cm, bar thickness 1 cm
saturation velocity 6e+06 cm/s
breakdown field 1e+05 V/cm
surface charge 1e+11 per cm^2 per face
heat capacity 1.7 J/(cm^3 K)
acceptor depth 10 meV
relative permittivity 16
masses: long. 1.6, trans. 0.08, hole 0.33 m_e
RESULTS
mobility ratio b = 2.053, sqrt(b) = 1.433
intrinsic density n_i = 2.022e+13 cm^-3
intrinsic conductivity = 18.79 mS/cm
minimum conductivity = 17.64 mS/cm
ratio minimum/intrinsic = 0.9387
dip below intrinsic = 6.13 %
n at minimum = 1.411e+13 cm^-3 = 0.698 n_i
p at minimum = 2.897e+13 cm^-3 = 1.433 n_i
net acceptors at minimum = 1.485e+13 cm^-3
window edge, sigma = intrinsic: N = 3.165e+13 cm^-3
Fermi level shift from intrinsic = -9.30 meV
slope dsigma/dN at N = 0: -1.602e-16 S cm^2
TABLE: N, n, p (1e13 cm^-3), n+p (same), sigma (mS/cm)
 -2.0   3.256   1.256   4.511   24.16
 -1.0   2.583   1.583   4.165   20.96
  0.0   2.022   2.022   4.044   18.79
  1.0   1.583   2.583   4.165   17.75
  2.0   1.256   3.256   4.511   17.76
  4.0   0.844   4.844   5.688   20.02
NEGLECTED EFFECTS at the minimum
degeneracy: relative fall of np = 2.5e-06
Fermi level above valence edge = 0.312 eV
neutral acceptor fraction = 3.4e-05
conductivity mass of electrons = 0.117 m_e
charged centres counted = 5.79e+13 cm^-3
their mobility limit: e 1.8e+07, h 9.9e+06 cm^2/Vs
mobility loss: e 0.022 %, h 0.019 %
electron drift/saturation velocity = 6.5e-04
field/breakdown field = 1e-05
surface conduction, upper bound = 0.71 %
conductivity drift = 4.86 %/K
temperature rise that cancels the dip = 1.30 K
Joule heating without loss = 0.0104 K/s
time to cancel the dip = 125 s
film with N = 1e+16 cm^-3: sigma/intrinsic = 162
```
